**Group velocity and lead broadening of a tight-binding chain**

For hopping t, site spacing a and wave number k, the greatest group speed is 2ta/ħ, reached at ka = π/2. With t = 1 eV and a = 0.25 nm the output gives 7.60 × 10⁵ m/s. The program asserts that this formula agrees with the level spacing of a 400-site ring and, with a small finite-width factor, with the motion of a Gaussian wave packet. It also solves the equation of a half-infinite lead numerically and asserts that the broadening Γ equals ħv/a, where v is the group velocity, and that a uniform segment between two leads has transmission 1. Second-neighbour hopping of 0.1 eV or an orbital overlap of 0.1 raises the greatest speed by 7 to 8% but leaves the speed at ka = π/2 unchanged. Alternating hoppings of 1.05 and 0.95 eV open a gap of 0.2 eV and lower the greatest speed by 5%. The output also gives the thermal loss of mean speed at 300 K and the chance of scattering in a 5 nm wire for an assumed scattering time of 25 fs.

## Verification by program

```python
"""
Result under test: a chain with nearest-neighbour matrix element -t and
spacing a has greatest group speed v_max = 2 t a / hbar, at k a = pi/2.
Also tested: lead broadening Gamma = hbar v / a, and the size of several
effects that the simple chain leaves out.
Symbols: theta = k a; energies in eV, lengths in nm, times in fs.
A speed of 1 nm/fs equals 1e6 m/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh

hbar = const.hbar / const.e * 1e15       # eV fs
t = 1.0                                # eV
a = 0.25                               # nm
v_max = 2 * t * a / hbar                 # nm/fs
to_m_s = 1e6


def ring(n_sites, first, second=0.0):
    """Periodic matrix with given first- and second-neighbour elements."""
    one = np.roll(np.eye(n_sites), 1, axis=0)
    two = one @ one
    return first * (one + one.T) + second * (two + two.T)


# Band and group speed from diagonalizing a finite ring
n_ring = 400
ring_theta = 2 * np.pi * np.arange(n_ring) / n_ring
energies = np.linalg.eigvalsh(ring(n_ring, -t))
assert np.allclose(energies, np.sort(-2 * t * np.cos(ring_theta)), atol=1e-10)
levels = np.concatenate((energies[:1], energies[1:-1:2], energies[-1:]))
dk = 2 * np.pi / (n_ring * a)
ring_speed = np.gradient(levels, dk) / hbar
v_ring = ring_speed.max()
# finite level spacing gives a relative error of about 4e-5
assert abs(v_ring / v_max - 1) < 1e-4
assert np.argmax(ring_speed) == n_ring // 4

# Effective mass from the curvature at the band bottom
mass_formula = hbar**2 / (2 * t * a**2)   # eV fs^2 / nm^2
mass_ring = hbar**2 * dk**2 / (2 * (levels[1] - levels[0]))
assert abs(mass_ring / mass_formula - 1) < 1e-4
mass_unit = const.e * 1e-30 / 1e-18       # kg per eV fs^2/nm^2
mass_ratio = mass_formula * mass_unit / const.m_e
v_parabola = hbar * (np.pi / (2 * a)) / mass_ring
assert abs(v_parabola / v_max - np.pi / 2) < 1e-3

# Motion of a wave packet on an open chain
n_chain, start, width = 400, 130, 15.0
site = np.arange(n_chain)
open_chain = -t * (np.eye(n_chain, k=1) + np.eye(n_chain, k=-1))
chain_e, chain_vec = np.linalg.eigh(open_chain)
flight = 120 * a / v_max                  # fs


def packet_speed(theta):
    psi = np.exp(-(site - start)**2 / (4 * width**2) + 1j * theta * site)
    psi /= np.linalg.norm(psi)
    phases = np.exp(-1j * chain_e * flight / hbar)
    later = chain_vec @ (phases * (chain_vec.T @ psi))
    shift = site @ (abs(later)**2 - abs(psi)**2)
    return a * shift / flight


narrowing = np.exp(-1 / (8 * width**2))
v_packet = packet_speed(np.pi / 2)
v_packet_half = packet_speed(np.pi / 6)
for speed, theta in ((v_packet, np.pi / 2), (v_packet_half, np.pi / 6)):
    assert abs(speed / (v_max * np.sin(theta)) - 1) < 1e-3
    assert abs(speed / (v_max * np.sin(theta) * narrowing) - 1) < 1e-6


# Lead self-energy from the lead equation, without using the band formula.
# Averaging old and new values makes the iteration converge inside the band;
# the imaginary part of g stays negative, which selects the outgoing root.
def lead_self_energy(energy, eta=1e-6):
    z = energy + 1j * eta
    g = -0.3j / t
    for _ in range(300):
        g = 0.5 * (g + 1 / (z - t**2 * g))
    assert abs(g - 1 / (z - t**2 * g)) < 1e-12
    assert g.imag < 0
    return t**2 * g


n_device = 6
device = -t * (np.eye(n_device, k=1) + np.eye(n_device, k=-1))
transmissions = []
for energy in (-1.5, -0.7, 0.0, 0.9):
    sigma = lead_self_energy(energy)
    theta = np.arccos(-energy / (2 * t))
    # tolerance covers the small imaginary energy used in the iteration
    assert abs(sigma + t * np.exp(1j * theta)) < 1e-5
    gamma = -2 * sigma.imag
    ring_v = np.interp(energy, levels, ring_speed)
    assert abs(gamma - hbar * ring_v / a) < 1e-3
    assert abs(ring_v - a * np.sqrt(4 * t**2 - energy**2) / hbar) < 1e-3
    inverse = energy * np.eye(n_device) - device + 0j
    inverse[0, 0] -= sigma
    inverse[-1, -1] -= sigma
    green = np.linalg.inv(inverse)
    transmissions.append(gamma**2 * abs(green[0, -1])**2)
assert np.allclose(transmissions, 1, atol=1e-4)
gamma_centre = -2 * lead_self_energy(0.0).imag

# Neglected effects, each taken alone
grid = np.linspace(0, np.pi, 200001)
centre = len(grid) // 2


def band_second(theta, t2):
    return -2 * t * np.cos(theta) - 2 * t2 * np.cos(2 * theta)


def band_overlap(theta, s):
    return -2 * t * np.cos(theta) / (1 + 2 * s * np.cos(theta))


def relative_speed(band):
    return np.abs(np.gradient(band, grid)) / (2 * t)


t2, overlap = 0.1, 0.1
second_levels = np.linalg.eigvalsh(ring(n_ring, -t, -t2))
assert np.allclose(second_levels, np.sort(band_second(ring_theta, t2)))
overlap_levels = eigh(ring(n_ring, -t), np.eye(n_ring) + ring(n_ring, overlap),
                      eigvals_only=True)
assert np.allclose(overlap_levels, np.sort(band_overlap(ring_theta, overlap)))
for band in (band_second, band_overlap):
    small = relative_speed(band(grid, 0.01)).max()
    assert abs(small - (1 + 8 * 0.01**2)) < 2e-5
speed_second = relative_speed(band_second(grid, t2))
speed_overlap = relative_speed(band_overlap(grid, overlap))
assert abs(speed_second[centre] - 1) < 1e-6
assert abs(speed_overlap[centre] - 1) < 1e-6

# Alternating hoppings
t_strong, t_weak = 1.05, 0.95
bonds = np.where(np.arange(n_ring) % 2 == 0, t_strong, t_weak)
dimer = np.zeros((n_ring, n_ring))
for i, bond in enumerate(bonds):
    j = (i + 1) % n_ring
    dimer[i, j] = dimer[j, i] = -bond
dimer_levels = np.linalg.eigvalsh(dimer)
gap = dimer_levels[n_ring // 2] - dimer_levels[n_ring // 2 - 1]
assert abs(gap - 2 * (t_strong - t_weak)) < 1e-8
cell_phase = 2 * np.pi * np.arange(n_ring // 2) / (n_ring // 2)
upper = np.abs(t_strong + t_weak * np.exp(1j * cell_phase))
assert np.allclose(dimer_levels, np.sort(np.concatenate((-upper, upper))))
dimer_band = np.abs(t_strong + t_weak * np.exp(2j * grid))
speed_dimer = relative_speed(dimer_band).max()
assert abs(speed_dimer - t_weak / t) < 1e-5

# Thermal spread about a Fermi level at the band centre
temperature = 300.0
kT = const.k * temperature / const.e


def thermal_loss(x):
    speed = np.sqrt(1 - (x * kT / (2 * t))**2)
    return (1 - speed) / (4 * np.cosh(x / 2)**2)


loss = quad(thermal_loss, -40, 40, points=[0], limit=200)[0]
loss_formula = np.pi**2 * kT**2 / (24 * t**2)
assert abs(loss / loss_formula - 1) < 0.01

# Scattering in a short wire
scatter_time, wire_length = 25.0, 5.0
free_path = v_max * scatter_time
transit = wire_length / v_max
scatter_chance = 1 - np.exp(-transit / scatter_time)

print(f"hopping t = {t:.2f} eV")
print(f"spacing a = {a:.2f} nm")
print(f"hbar = {hbar:.6f} eV fs")
print(f"bandwidth from ring = {levels[-1] - levels[0]:.4f} eV")
print(f"maximum speed 2ta/hbar = {v_max * to_m_s:.4e} m/s")
print(f"maximum speed = {v_max * 1e8:.4e} cm/s")
print(f"maximum speed / speed of light = {v_max * to_m_s / const.c:.5f}")
print(f"k at maximum = {np.pi / (2 * a):.4f} 1/nm")
print(f"time per site at maximum = {a / v_max:.4f} fs")
print(f"ring: number of sites = {n_ring}")
print(f"ring: maximum speed = {v_ring * to_m_s:.4e} m/s")
print(f"packet: width sigma = {width:.0f} sites")
print(f"packet: flight time = {flight:.3f} fs")
print(f"packet: speed at ka=pi/2 = {v_packet * to_m_s:.4e} m/s")
print(f"packet: speed at ka=pi/6 = {v_packet_half * to_m_s:.4e} m/s")
print(f"packet: finite-width factor = {narrowing:.6f}")
print(f"lead broadening at band centre = {gamma_centre:.4f} eV")
print(f"lowest transmission of uniform wire = {min(transmissions):.5f}")
print(f"effective mass / electron mass = {mass_ratio:.4f}")
print(f"parabola speed at ka=pi/2 = {v_parabola * to_m_s:.4e} m/s")
print(f"parabola speed / maximum speed = {v_parabola / v_max:.4f}")
print(f"second-neighbour hopping = {t2:.2f} eV")
print(f"  maximum speed factor = {speed_second.max():.4f}")
print(f"  ka/pi at maximum = {grid[speed_second.argmax()] / np.pi:.4f}")
print(f"  speed factor at ka=pi/2 = {speed_second[centre]:.4f}")
print(f"orbital overlap = {overlap:.2f}")
print(f"  maximum speed factor = {speed_overlap.max():.4f}")
print(f"  ka/pi at maximum = {grid[speed_overlap.argmax()] / np.pi:.4f}")
print(f"  speed factor at ka=pi/2 = {speed_overlap[centre]:.4f}")
print(f"alternating hoppings = {t_strong:.2f} and {t_weak:.2f} eV")
print(f"  gap = {gap:.4f} eV")
print(f"  maximum speed factor = {speed_dimer:.4f}")
print(f"temperature = {temperature:.0f} K")
print(f"  thermal energy kT = {kT:.5f} eV")
print(f"  fractional loss of mean speed = {loss:.3e}")
print(f"assumed scattering time = {scatter_time:.0f} fs")
print(f"  mean free path = {free_path:.2f} nm")
print(f"  wire length = {wire_length:.1f} nm")
print(f"  transit time = {transit:.3f} fs")
print(f"  chance of scattering in transit = {scatter_chance:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
hopping t = 1.00 eV
spacing a = 0.25 nm
hbar = 0.658212 eV fs
bandwidth from ring = 4.0000 eV
maximum speed 2ta/hbar = 7.5963e+05 m/s
maximum speed = 7.5963e+07 cm/s
maximum speed / speed of light = 0.00253
k at maximum = 6.2832 1/nm
time per site at maximum = 0.3291 fs
ring: number of sites = 400
ring: maximum speed = 7.5960e+05 m/s
packet: width sigma = 15 sites
packet: flight time = 39.493 fs
packet: speed at ka=pi/2 = 7.5921e+05 m/s
packet: speed at ka=pi/6 = 3.7961e+05 m/s
packet: finite-width factor = 0.999445
lead broadening at band centre = 2.0000 eV
lowest transmission of uniform wire = 1.00000
effective mass / electron mass = 0.6096
parabola speed at ka=pi/2 = 1.1932e+06 m/s
parabola speed / maximum speed = 1.5708
second-neighbour hopping = 0.10 eV
  maximum speed factor = 1.0687
  ka/pi at maximum = 0.3967
  speed factor at ka=pi/2 = 1.0000
orbital overlap = 0.10
  maximum speed factor = 1.0835
  ka/pi at maximum = 0.6214
  speed factor at ka=pi/2 = 1.0000
alternating hoppings = 1.05 and 0.95 eV
  gap = 0.2000 eV
  maximum speed factor = 0.9500
temperature = 300 K
  thermal energy kT = 0.02585 eV
  fractional loss of mean speed = 2.750e-04
assumed scattering time = 25 fs
  mean free path = 18.99 nm
  wire length = 5.0 nm
  transit time = 6.582 fs
  chance of scattering in transit = 0.231
ALL CHECKS PASSED
```
